# Competitive Langmuir–Hinshelwood film growth as one reactant pressure is raised: a program that tests the result

```python
"""Competitive Langmuir-Hinshelwood growth: result under test.
A and B share one set of sites; a = K_A p_A, b = K_B p_B.
Turnover rate per site: r = k a b / (1 + a + b)^2.
At fixed b it peaks at a = 1 + b, r_max = k b / (4 (1 + b)),
and then falls to zero as k b / a.
Example: rough parameters for MgO CVD, A = water, B = Mg precursor.
Independent roads: sum over all states of a 3x3 periodic lattice,
and a master equation for explicit events on a ring of sites.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

# Rough model inputs
temperature = 500.0             # K
site_density = 2.0              # sites per nm^2
mass_a, mass_b = 18.0, 170.0    # atomic mass units
energy_a, energy_b = 0.95, 1.00  # desorption energies, eV
attempt = 1.0e13                # desorption prefactor, 1/s
sticking = 1.0                  # on an empty site, both gases
k_react = 20.0                  # 1/s
p_partner = 1.0e-3              # Torr
lattice_parameter = 0.421       # nm, rock-salt MgO, rough
repulsion = 0.02                # eV per occupied neighbour pair
direct_probability = 1.0e-4     # gas B reacting on hitting adsorbed A


def hits_per_torr(mass, temp):
    """Collisions per site, per second and per Torr."""
    m = mass * const.atomic_mass
    flux = const.torr / np.sqrt(2 * np.pi * m * const.k * temp)
    return flux / (site_density * 1e18)


def desorption(energy, temp):
    return attempt * np.exp(-energy * const.eV / (const.k * temp))


def equilibrium_constant(mass, energy, temp):
    return sticking * hits_per_torr(mass, temp) / desorption(energy, temp)


def formula_rate(a, b, k=k_react):
    return k * a * b / (1 + a + b) ** 2


# All 3^9 configurations of a periodic square lattice (0 empty, 1 A, 2 B)
configs = np.array(list(itertools.product(range(3), repeat=9)))
grid = configs.reshape(-1, 3, 3)
count_a = (configs == 1).sum(axis=1)
count_b = (configs == 2).sum(axis=1)
pairs_ab = np.zeros(len(configs))
pairs_full = np.zeros(len(configs))
for axis in (1, 2):
    neighbour = np.roll(grid, 1, axis=axis)
    pairs_ab += (grid * neighbour == 2).sum(axis=(1, 2))
    pairs_full += (grid * neighbour > 0).sum(axis=(1, 2))


def lattice(a, b, w=0.0):
    """Equilibrium average: rate per site and coverage of A."""
    beta_w = w * const.eV / (const.k * temperature)
    logw = count_a * np.log(a) + count_b * np.log(b) - beta_w * pairs_full
    weight = np.exp(logw - logw.max())
    weight /= weight.sum()
    return k_react / 4 * (weight @ pairs_ab) / 9, weight @ count_a / 9


def master_rate(fill_a, empty_a, fill_b, empty_b, k,
                n=4, shared=True, direct=0.0):
    """Steady reaction rate per site on a ring of n sites.
    shared=False: even sites take only A and odd sites only B."""
    start = (0,) * n
    index, states, moves, events = {start: 0}, [start], [], []

    def changed(state, sites, value):
        new = list(state)
        for site in sites:
            new[site] = value
        return tuple(new)

    for state in states:            # the list grows as states are found
        out, event = [], 0.0
        for i, s in enumerate(state):
            if s == 0:
                if shared or i % 2 == 0:
                    out.append((changed(state, [i], 1), fill_a))
                if shared or i % 2 == 1:
                    out.append((changed(state, [i], 2), fill_b))
            else:
                loss = empty_a if s == 1 else empty_b
                out.append((changed(state, [i], 0), loss))
            if s == 1 and direct > 0:
                out.append((changed(state, [i], 0), direct))
                event += direct
            j = (i + 1) % n
            if s * state[j] == 2:
                out.append((changed(state, [i, j], 0), k / 2))
                event += k / 2
        events.append(event)
        for new, rate in out:
            if new not in index:
                index[new] = len(states)
                states.append(new)
            moves.append((index[state], index[new], rate))
    size = len(states)
    generator = np.zeros((size, size))
    for old, new, rate in moves:
        generator[new, old] += rate
        generator[old, old] -= rate
    generator[0, :] = 1.0           # normalisation replaces one row
    rhs = np.zeros(size)
    rhs[0] = 1.0
    probability = np.linalg.solve(generator, rhs)
    return np.array(events) @ probability / n


def maximum(func):
    """Position and height of the maximum of func(a), a on a log scale."""
    res = minimize_scalar(lambda x: -func(np.exp(x)), bounds=(-5, 8),
                          method="bounded", options={"xatol": 1e-9})
    return np.exp(res.x), -res.fun


def log_slope(func, a, h=1e-3):
    up, down = func(a * np.exp(h)), func(a * np.exp(-h))
    return np.log(up / down) / (2 * h)


K_a = equilibrium_constant(mass_a, energy_a, temperature)
K_b = equilibrium_constant(mass_b, energy_b, temperature)
hit_a = hits_per_torr(mass_a, temperature)
hit_b = hits_per_torr(mass_b, temperature)
des_a = desorption(energy_a, temperature)
des_b = desorption(energy_b, temperature)
b0 = K_b * p_partner
fill_b0 = sticking * hit_b * p_partner
a_opt = 1 + b0
r_max = k_react * b0 / (4 * (1 + b0))
p_opt = a_opt / K_a
nm_per_turnover = site_density * lattice_parameter ** 3 / 4
to_growth = 60 * nm_per_turnover    # 1/s per site -> nm/min

# Pair counting and reaction order against the sum over configurations
for a in (0.05, 1.0, 7.0, 300.0):
    for b in (0.1, b0, 5.0):
        rate, cover = lattice(a, b)
        assert abs(rate / formula_rate(a, b) - 1) < 1e-9
        order = log_slope(lambda x: lattice(x, b)[0], a)
        assert abs(order - (1 - 2 * cover)) < 1e-5

# Position and height of the maximum, half coverage, tail
for b in (0.1, b0, 5.0):
    a_num, r_num = maximum(lambda x: lattice(x, b)[0])
    assert abs(a_num / (1 + b) - 1) < 1e-5
    assert abs(r_num / (k_react * b / (4 * (1 + b))) - 1) < 1e-9
    assert abs(lattice(a_num, b)[1] - 0.5) < 1e-5
    assert abs(lattice(1e6, b)[0] * 1e6 / (k_react * b) - 1) < 1e-4

fraction_pressure = {}
for f in (0.5, 0.1):
    u = (2 - f + 2 * np.sqrt(1 - f)) / f
    root = brentq(lambda x: lattice(x, b0)[0] - f * r_max, a_opt, 1e4)
    assert abs(root / (u * a_opt) - 1) < 1e-7
    fraction_pressure[f] = (u, u * p_opt)

# Slow-reaction limit, shared and separate sites, from explicit events
separate = []
for a in (0.2, a_opt, 50.0):
    args = (a * des_a, des_a, fill_b0, des_b)
    slow = master_rate(*args, 1e-2)
    assert abs(slow / formula_rate(a, b0, 1e-2) - 1) < 1e-4
    slow2 = 2 * master_rate(*args, 1e-2, shared=False)
    expected = 1e-2 * a * b0 / ((1 + a) * (1 + b0))
    assert abs(slow2 / expected - 1) < 1e-4
    separate.append(slow2)
assert separate[0] < separate[1] < separate[2]
args = (a_opt * des_a, des_a, fill_b0, des_b)
error = [master_rate(*args, k) / formula_rate(a_opt, b0, k) - 1
         for k in (1.0, 0.5)]
assert abs(error[0] / error[1] - 2) < 0.02

# A direct channel leaves a floor at very high pressure of A
direct_rate = direct_probability * hit_b * p_partner
floor = master_rate(1e5 * des_a, des_a, fill_b0, des_b, k_react,
                    direct=direct_rate)
assert abs(floor / direct_rate - 1) < 0.01


def empty_fraction(balance):
    return brentq(balance, 0.0, 1.0, xtol=1e-18, rtol=1e-14)


def split_rate(a):
    """A splits into two equal fragments: theta_A^2 = a theta_0^2."""
    t = empty_fraction(
        lambda x: x + np.sqrt(a * x * x) + b0 * x - 1)
    return k_react * np.sqrt(a) * t * b0 * t


def two_site_rate(a):
    """Mean-field estimate with B blocking two sites."""
    t = empty_fraction(lambda x: x + a * x + 2 * b0 * x * x - 1)
    return k_react * a * t * b0 * t * t


a_split, r_split = maximum(split_rate)
a_two, r_two = maximum(two_site_rate)
assert abs(a_split / (1 + b0) ** 2 - 1) < 1e-5
slope_split = log_slope(split_rate, 1e8)
slope_two = log_slope(two_site_rate, 1e8)
assert abs(slope_split + 0.5) < 1e-3
assert abs(slope_two + 2.0) < 1e-3

# Neighbour repulsion moves the maximum but keeps the 1/p tail
a_rep, r_rep = maximum(lambda x: lattice(x, b0, repulsion)[0])
slope_rep = log_slope(lambda x: lattice(x, b0, repulsion)[0], 1e7)
assert abs(slope_rep + 1) < 1e-3

print(f"temperature: {temperature:.0f} K")
print(f"site density: {site_density:.1f} nm^-2")
print(f"masses, water and precursor: {mass_a:.0f}, {mass_b:.0f} u")
print(f"desorption energies: {energy_a:.2f}, {energy_b:.2f} eV")
print(f"desorption prefactor: {attempt:.1e} 1/s")
print(f"sticking on empty site: {sticking:.1f}")
print(f"reaction constant k: {k_react:.1f} 1/s")
print(f"precursor pressure: {1e3*p_partner:.2f} mTorr")
print(f"MgO lattice parameter: {lattice_parameter:.3f} nm")
print(f"hits per site, water: {hit_a:.3e} 1/(s Torr)")
print(f"hits per site, precursor: {hit_b:.3e} 1/(s Torr)")
print(f"desorption rate, water: {des_a:.1f} 1/s")
print(f"desorption rate, precursor: {des_b:.1f} 1/s")
print(f"K_A water: {K_a:.1f} 1/Torr")
print(f"K_B precursor: {K_b:.1f} 1/Torr")
print(f"b = K_B p_B: {b0:.4f}")
print(f"optimum a = 1 + b: {a_opt:.4f}")
print(f"optimum water pressure: {1e3*p_opt:.3f} mTorr")
print(f"maximum turnover: {r_max:.4f} 1/s per site")
print(f"film thickness per turnover: {nm_per_turnover:.5f} nm")
print(f"maximum growth rate: {r_max*to_growth:.3f} nm/min")
for f, (u, p) in fraction_pressure.items():
    print(f"fall to {f:.1f} of maximum: u = {u:.3f}, {1e3*p:.2f} mTorr")
print("water mTorr | theta_A | theta_B | growth nm/min | ring nm/min")
ring_growth, deviations = [], []
for p in (1e-4, 1e-3, p_opt, 1e-2, 3e-2, 1e-1):
    a = K_a * p
    total = 1 + a + b0
    rate = formula_rate(a, b0)
    ring = master_rate(a * des_a, des_a, fill_b0, des_b, k_react, n=6)
    ring_growth.append(ring)
    deviations.append(ring / rate - 1)
    print(f"{1e3*p:8.3f} | {a/total:.4f} | {b0/total:.4f} | "
          f"{rate*to_growth:.4f} | {ring*to_growth:.4f}")
assert max(abs(d) for d in deviations) < 0.1
assert ring_growth[2] > ring_growth[3] > ring_growth[4] > ring_growth[5]
worst = max(deviations, key=abs)
print(f"largest finite-speed change in table: {100*worst:.2f} %")
a_high = K_a * 0.1
sep = k_react * a_high * b0 / ((1 + a_high) * (1 + b0))
print(f"separate sites, 100 mTorr water: {sep*to_growth:.3f} nm/min")
print(f"neighbour repulsion: {repulsion:.3f} eV per pair")
print(f"  optimum with repulsion: {1e3*a_rep/K_a:.3f} mTorr")
print(f"  maximum with repulsion: {r_rep*to_growth:.3f} nm/min")
print(f"  tail exponent with repulsion: {slope_rep:.3f}")
print(f"splitting water, optimum: {1e3*a_split/K_a:.3f} mTorr")
print(f"  maximum: {r_split*to_growth:.3f} nm/min")
print(f"  tail exponent: {slope_split:.3f}")
print(f"two-site precursor, optimum: {1e3*a_two/K_a:.3f} mTorr")
print(f"  maximum: {r_two*to_growth:.3f} nm/min")
print(f"  tail exponent: {slope_two:.3f}")
print(f"direct reaction probability: {direct_probability:.1e}")
print(f"  growth floor: {direct_rate*to_growth:.4f} nm/min")
use_a = r_max / (hit_a * p_opt)
use_b = r_max / (hit_b * p_partner)
print(f"water consumed per hit at optimum: {100*use_a:.4f} %")
print(f"precursor consumed per hit at optimum: {100*use_b:.4f} %")
for temp in (temperature - 10, temperature + 10):
    ka = equilibrium_constant(mass_a, energy_a, temp)
    kb = equilibrium_constant(mass_b, energy_b, temp)
    shifted = (1 + kb * p_partner) / ka
    print(f"optimum water pressure at {temp:.0f} K: "
          f"{1e3*shifted:.3f} mTorr")
print("all good")
```

Running it gives:

```
temperature: 500 K
site density: 2.0 nm^-2
masses, water and precursor: 18, 170 u
desorption energies: 0.95, 1.00 eV
desorption prefactor: 1.0e+13 1/s
sticking on empty site: 1.0
reaction constant k: 20.0 1/s
precursor pressure: 1.00 mTorr
MgO lattice parameter: 0.421 nm
hits per site, water: 1.851e+06 1/(s Torr)
hits per site, precursor: 6.024e+05 1/(s Torr)
desorption rate, water: 2657.2 1/s
desorption rate, precursor: 832.6 1/s
K_A water: 696.7 1/Torr
K_B precursor: 723.5 1/Torr
b = K_B p_B: 0.7235
optimum a = 1 + b: 1.7235
optimum water pressure: 2.474 mTorr
maximum turnover: 2.0990 1/s per site
film thickness per turnover: 0.03731 nm
maximum growth rate: 4.699 nm/min
fall to 0.5 of maximum: u = 5.828, 14.42 mTorr
fall to 0.1 of maximum: u = 37.974, 93.94 mTorr
water mTorr | theta_A | theta_B | growth nm/min | ring nm/min
   0.100 | 0.0389 | 0.4035 | 0.7019 | 0.6988
   1.000 | 0.2879 | 0.2989 | 3.8530 | 3.8322
   2.474 | 0.5000 | 0.2099 | 4.6987 | 4.6589
  10.000 | 0.8017 | 0.0833 | 2.9881 | 2.9395
  30.000 | 0.9238 | 0.0320 | 1.3226 | 1.2955
 100.000 | 0.9759 | 0.0101 | 0.4428 | 0.4328
largest finite-speed change in table: -2.25 %
separate sites, 100 mTorr water: 18.529 nm/min
neighbour repulsion: 0.020 eV per pair
  optimum with repulsion: 3.354 mTorr
  maximum with repulsion: 2.073 nm/min
  tail exponent with repulsion: -1.000
splitting water, optimum: 4.264 mTorr
  maximum: 4.699 nm/min
  tail exponent: -0.500
two-site precursor, optimum: 1.514 mTorr
  maximum: 1.923 nm/min
  tail exponent: -2.000
direct reaction probability: 1.0e-04
  growth floor: 0.1349 nm/min
water consumed per hit at optimum: 0.0458 %
precursor consumed per hit at optimum: 0.3484 %
optimum water pressure at 490 K: 1.969 mTorr
optimum water pressure at 510 K: 3.249 mTorr
all good
```
